**Janus MoSSe: from vacuum-level step to normal dipole**

A neutral triangular-lattice sheet with normal dipole p per cell has a potential step ΔV = p/(ε₀A) between its two vacuum sides, where A = (√3/2)a² is the cell area and a the lattice constant. For the given inputs ΔV = 0.75 V and a = 0.325 nm, the output shows p = 0.18 debye per cell. The program asserts that direct Coulomb sums over point-charge pairs, extrapolated in disc radius, reproduce the step above an atom and above a hollow site. It also asserts the finite-flake formula at two disc radii and the conversion through Hartree atomic units. An iterated polarizable slab tests that the total dipole, with screening included, goes with ε₀, and it tests the dipole induced by a contact field. With rough parameters, a field of 1 MV/cm changes the dipole by 6.4 %, while a transfer of about 0.013 e per cell across a 0.30 nm metal gap produces a step as large as the built-in one.

## Verification by program

```python
"""Result under test: a neutral triangular-lattice sheet with normal dipole p
per cell has a potential step p/(eps0*A) between its two vacuum sides, with
A = sqrt(3)/2*a^2. Hence p = eps0*A*step.
Working units: charge e, length nm, potential V. The dipole p points from the
S face (z < 0) to the Se face (z > 0); an electron has energy -V in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid

eps0 = const.epsilon_0 / const.e * 1e-9          # e/(V nm)
debye_SI = 1e-21 / const.c                       # C m
enm_to_debye = const.e * 1e-9 / debye_SI

# Given data and rough parameters of the example
step = 0.75              # V
a = 0.325                # nm
plane_distance = 0.32    # nm, rough S-Se height difference
metal_gap = 0.30         # nm, rough metal-layer gap
thickness = 0.60         # nm, rough dielectric thickness
eps_r = 5.0              # rough normal relative permittivity
contact_field = 0.1      # V/nm, equal to 1 MV/cm
flake_radius = 100.0     # nm
probe_height = 1.5       # nm from the mid-plane
expansion = 7e-6         # 1/K, rough linear expansion coefficient
warming = 300.0          # K
band_gap = 1.6           # eV, rough

area = np.sqrt(3) / 2 * a**2
dipole = eps0 * area * step
dipole_debye = dipole * enm_to_debye
plane_charge = dipole / plane_distance
transfer_charge = eps0 * area * step / metal_gap

# Cell area from the lattice vectors
vec1 = np.array([a, 0.0])
vec2 = np.array([a / 2, a * np.sqrt(3) / 2])
assert abs(np.linalg.det(np.array([vec1, vec2])) - area) < 1e-14

# Direct Coulomb sum over pairs of point charges on a finite disc of lattice
radius_small = 300 * a
radius_large = 2 * radius_small
index = np.arange(-700, 701)
n1, n2 = np.meshgrid(index, index)
x = (n1 * vec1[0] + n2 * vec2[0]).ravel()
y = (n2 * vec2[1]).ravel()
r2 = x**2 + y**2
inside = r2 <= radius_large**2
x, y, r2 = x[inside], y[inside], r2[inside]
small = r2 <= radius_small**2


def disc_step(charge, distance, x0, y0, mask=None):
    """Potential at +probe_height minus that at -probe_height."""
    xs, ys = (x, y) if mask is None else (x[mask], y[mask])
    lateral2 = (xs - x0)**2 + (ys - y0)**2

    def potential(z):
        plus = 1 / np.sqrt(lateral2 + (z - distance / 2)**2)
        minus = 1 / np.sqrt(lateral2 + (z + distance / 2)**2)
        return charge * np.sum(plus - minus) / (4 * np.pi * eps0)

    return potential(probe_height) - potential(-probe_height)


def infinite_step(charge, distance, x0=0.0, y0=0.0):
    """Remove the leading 1/radius error using two disc sizes."""
    return (2 * disc_step(charge, distance, x0, y0)
            - disc_step(charge, distance, x0, y0, small))


hollow = (vec1 + vec2) / 3
step_atom = infinite_step(plane_charge, plane_distance)
step_hollow = infinite_step(plane_charge, plane_distance, *hollow)
step_transfer = infinite_step(transfer_charge, metal_gap)
assert abs(step_atom / step - 1) < 5e-5      # also fixes the sign
assert abs(step_hollow / step - 1) < 5e-5
assert abs(step_transfer / step - 1) < 5e-5


def flake_loss(radius):
    """Fraction of the step missing on the axis of a round flake."""
    return probe_height / np.hypot(radius, probe_height)


for radius, mask in ((radius_small, small), (radius_large, None)):
    summed = disc_step(plane_charge, plane_distance, 0.0, 0.0, mask)
    assert abs((1 - summed / step) - flake_loss(radius)) < 2e-5

# Polarizable slab: iterate polarization and the field of its bound charge
z = np.linspace(-1.0, 1.0, 10001)
edge = 0.002
chi = (eps_r - 1) / 2 * (np.tanh((z + thickness / 2) / edge)
                         - np.tanh((z - thickness / 2) / edge))


def relaxed_slab(rho_free, applied):
    """Return total dipole per area and potential step of the slab charges."""
    source = applied + cumulative_trapezoid(rho_free, z, initial=0) / eps0
    polarization = np.zeros_like(z)
    for _ in range(200):
        rho_bound = -np.gradient(polarization, z)
        field = source + cumulative_trapezoid(rho_bound, z, initial=0) / eps0
        polarization += 0.3 * (chi * eps0 * field - polarization)
    moment = trapezoid(z * (rho_free + rho_bound), z)
    return moment, -trapezoid(field - applied, z)


width = 0.02


def gaussian(center):
    return (np.exp(-(z - center)**2 / (2 * width**2))
            / (width * np.sqrt(2 * np.pi)))


rho_bare = plane_charge / area * (gaussian(plane_distance / 2)
                                  - gaussian(-plane_distance / 2))
bare_moment = trapezoid(z * rho_bare, z)
total_moment, slab_step = relaxed_slab(rho_bare, 0.0)
screening_ratio = bare_moment / total_moment
assert abs(slab_step * eps0 / total_moment - 1) < 1e-3
assert abs(screening_ratio / eps_r - 1) < 1e-3

# The smooth slab edges lengthen the slab slightly, hence the 1 % tolerance
field_shift = contact_field * thickness * (1 - 1 / eps_r)
induced_moment, induced_step = relaxed_slab(np.zeros_like(z), contact_field)
assert abs(induced_moment / eps0 / field_shift - 1) < 0.01
assert abs(induced_step / field_shift - 1) < 0.01

# Same conversion through Hartree atomic units
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
au_dipole = const.physical_constants["atomic unit of electric dipole mom."][0]
dipole_au = (area / bohr_nm**2) * (step / hartree_eV) / (4 * np.pi)
assert abs(dipole_au * au_dipole / debye_SI / dipole_debye - 1) < 1e-6
assert abs(dipole_debye - 0.18) < 0.005

field_dipole = eps0 * area * field_shift * enm_to_debye
thermal_change = (1 + expansion * warming)**2 - 1

print("INPUTS")
print(f"vacuum-level difference        {step:.2f} eV")
print(f"lattice constant               {a:.3f} nm")
print(f"vacuum permittivity            {eps0:.6f} e/(V nm)")
print(f"one debye                      {debye_SI:.5e} C m")
print(f"one e nm                       {enm_to_debye:.4f} debye")
print("RESULT")
print(f"cell area                      {area:.6f} nm^2")
print(f"areal dipole                   {dipole / area:.6f} e/nm")
print(f"dipole per cell                {dipole:.6f} e nm")
print(f"dipole per cell                {dipole_debye:.4f} debye")
print(f"dipole per cell                {dipole * const.e * 1e-9:.4e} C m")
print(f"dipole in atomic units         {dipole_au:.5f} e bohr")
print(f"slip, area taken as a^2        "
      f"{eps0 * a**2 * step * enm_to_debye:.4f} debye")
print(f"slip, dipole doubled           {2 * dipole_debye:.4f} debye")
print(f"plane distance (rough)         {plane_distance:.2f} nm")
print(f"equivalent plane charge        {plane_charge:.5f} e per cell")
print("DIRECT CHECKS")
print(f"lattice sum, above atom        {step_atom:.5f} V")
print(f"lattice sum, above hollow      {step_hollow:.5f} V")
print(f"slab bare/total dipole         {screening_ratio:.3f} (no unit)")
print("NEGLECTED EFFECTS, ROUGH PARAMETERS")
print(f"metal gap                      {metal_gap:.2f} nm")
print(f"transfer giving equal step     {transfer_charge:.5f} e per cell")
print(f"same transfer per area         "
      f"{transfer_charge / area * 1e14:.3e} e/cm^2")
print(f"contact field                  {contact_field * 10:.1f} MV/cm")
print(f"dielectric thickness           {thickness:.2f} nm")
print(f"normal relative permittivity   {eps_r:.1f} (no unit)")
print(f"field-induced step             {field_shift:.4f} eV")
print(f"field-induced dipole           {field_dipole:.4f} debye per cell")
print(f"induced/built-in dipole        {100 * field_shift / step:.1f} %")
print(f"flake radius                   {flake_radius:.0f} nm")
print(f"probe height from mid-plane    {probe_height:.1f} nm")
print(f"step missing for this flake    {100 * flake_loss(flake_radius):.2f} %")
print(f"linear expansion coefficient   {expansion:.1e} 1/K")
print(f"temperature rise               {warming:.0f} K")
print(f"dipole change at fixed step    {100 * thermal_change:.2f} %")
print(f"band gap                       {band_gap:.1f} eV")
print(f"step/band gap                  {step / band_gap:.2f} (no unit)")
print("all good")
```

It prints:

```
INPUTS
vacuum-level difference        0.75 eV
lattice constant               0.325 nm
vacuum permittivity            0.055263 e/(V nm)
one debye                      3.33564e-30 C m
one e nm                       48.0320 debye
RESULT
cell area                      0.091474 nm^2
areal dipole                   0.041448 e/nm
dipole per cell                0.003791 e nm
dipole per cell                0.1821 debye
dipole per cell                6.0745e-31 C m
dipole in atomic units         0.07165 e bohr
slip, area taken as a^2        0.2103 debye
slip, dipole doubled           0.3642 debye
plane distance (rough)         0.32 nm
equivalent plane charge        0.01185 e per cell
DIRECT CHECKS
lattice sum, above atom        0.75000 V
lattice sum, above hollow      0.75000 V
slab bare/total dipole         5.000 (no unit)
NEGLECTED EFFECTS, ROUGH PARAMETERS
metal gap                      0.30 nm
transfer giving equal step     0.01264 e per cell
same transfer per area         1.382e+13 e/cm^2
contact field                  1.0 MV/cm
dielectric thickness           0.60 nm
normal relative permittivity   5.0 (no unit)
field-induced step             0.0480 eV
field-induced dipole           0.0117 debye per cell
induced/built-in dipole        6.4 %
flake radius                   100 nm
probe height from mid-plane    1.5 nm
step missing for this flake    1.50 %
linear expansion coefficient   7.0e-06 1/K
temperature rise               300 K
dipole change at fixed step    0.42 %
band gap                       1.6 eV
step/band gap                  0.47 (no unit)
all good
```
